**Asymptotic start and practical infinity for the radial Dirac equation**

The program examines the decaying solution r^σ e^(−λr) × (series in 1/r) in an ionic field −ζ/r, where λ = √(c² − E²/c²), σ = Eζ/(c²λ) and E is the total energy. It asserts the residual of the truncated series in the original equations, the remainder bounds, the termination for a pure Coulomb level, and the position of the smallest term together with its decrease between two radii. A reference level of a model ion is found with a distant hard wall, without using the series. Against this reference the program asserts the estimates for the damping of a starting error, for the energy errors due to truncation and to the neglected short-range potential, and for the norm beyond the starting radius. At 9.5 bohr the energy error falls from 2.7 × 10⁻⁴ hartree for K = 0 to −4.9 × 10⁻⁷ hartree for K = 2, where K is the last power of 1/r kept. For an envelope tolerance of 10⁻⁸ the practical infinity is 31.4 bohr, and the actual orbital amplitude there is 2.1 × 10⁻⁸ of its maximum.

## Numerical verification

```python
"""Asymptotic start of inward integration for the radial Dirac equation.

Result under test (Hartree atomic units, V = -zeta/r at large r):
  P = p (f + g), Q = q (g - f),
  f = r^sigma exp(-lam r) sum a_k r^-k, g = same prefactor * sum b_k r^-k,
  lam = sqrt(c^2 - E^2/c^2), sigma = E zeta/(c^2 lam),
  b_{k+1} = [gamma^2-(k-sigma)^2] b_k/(2 lam k), a_k=(kappa-zeta/lam)b_k/k.
E is the total energy, eps = E-c^2, gamma^2 = kappa^2-zeta^2/c^2,
p^2=(c^2+E)/(2c^2), q^2=(c^2-E)/(2c^2). P and Q are the large and small
radial functions. The program also tests rules for the practical infinity.
"""
import math
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import solve_ivp, simpson
from scipy.optimize import brentq
from scipy.special import lambertw

mp.mp.dps = 30
C = 1.0 / constants.fine_structure
HARTREE_EV = constants.value("Hartree energy in eV")
Z_NUC, ZETA, MU, KAPPA = 20.0, 2.0, 3.0, -1
R_ORIGIN, R_MATCH, R_WALL = 1e-6, 2.0, 45.0


def model_potential(r):
    return -(ZETA + (Z_NUC - ZETA) * math.exp(-MU * r)) / r


def parameters(eps, kappa, zeta):
    lam = math.sqrt(-eps * (2 + eps / C**2))
    sigma = (C**2 + eps) * zeta / (C**2 * lam)
    gamma = math.sqrt(kappa**2 - (zeta / C)**2)
    p = math.sqrt(1 + eps / (2 * C**2))
    q = math.sqrt(-eps / (2 * C**2))
    return lam, sigma, gamma, p, q


def series_terms(eps, kappa, zeta, r, kmax):
    """Arrays a_k r^-k and b_k r^-k for k = 0..kmax."""
    lam, sigma, gamma, _, _ = parameters(eps, kappa, zeta)
    a, b = np.zeros(kmax + 1), np.zeros(kmax + 2)
    a[0] = 1.0
    b[1] = (kappa + zeta / lam) / (2 * lam * r)
    for k in range(1, kmax + 1):
        a[k] = (kappa - zeta / lam) * b[k] / k
        b[k + 1] = (gamma**2 - (k - sigma)**2) * b[k] / (2 * lam * r * k)
    return a, b[:kmax + 1]


def propagate(vec, r_from, r_to, eps, kappa, pot, grid=None):
    """Integrate P, Q and the accumulated norm in the variable ln r."""
    def rhs(x, y):
        r = math.exp(x)
        w = eps - pot(r)
        return [-kappa * y[0] + r * (w + 2 * C**2) / C * y[1],
                kappa * y[1] - r * w / C * y[0],
                r * (y[0]**2 + y[1]**2)]
    x1, x2 = float(np.log(r_from)), float(np.log(r_to))
    t_eval = None
    if grid is not None:
        t_eval = np.log(grid)
        t_eval[0], t_eval[-1] = x1, x2
    sol = solve_ivp(rhs, (x1, x2), vec, method="DOP853",
                    rtol=1e-12, atol=1e-14, t_eval=t_eval)
    assert sol.success
    return sol.y[:, -1] if grid is None else sol.y


def regular_start(z, kappa):
    g0 = math.sqrt(kappa**2 - (z / C)**2)
    return np.array([1.0, (g0 + kappa) * C / z, 0.0])


def vector_from_fg(f, g, eps):
    _, _, _, p, q = parameters(eps, KAPPA, ZETA)
    return np.array([p * (f + g), q * (g - f), 0.0])


def g_over_f(vec, eps):
    _, _, _, p, q = parameters(eps, KAPPA, ZETA)
    return (vec[0] / p + vec[1] / q) / (vec[0] / p - vec[1] / q)


def wall_start(eps, r):
    return np.array([0.0, -1.0, 0.0])


def series_start(order):
    def start(eps, r):
        a, b = series_terms(eps, KAPPA, ZETA, r, order)
        return vector_from_fg(a.sum(), b.sum(), eps)
    return start


def coulomb_exact(eps, r):
    """Decaying Coulomb solution without its factor r^sigma exp(-lam r)."""
    lam, sigma, gamma, _, _ = parameters(eps, KAPPA, ZETA)
    z, s = mp.mpf(2 * lam * r), gamma - sigma
    f = z**s * mp.hyperu(s, 1 + 2 * gamma, z)
    b1 = (KAPPA + ZETA / lam) / (2 * lam)
    g = b1 / r * z**(s + 1) * mp.hyperu(s + 1, 1 + 2 * gamma, z)
    return float(f), float(g)


def exact_start(eps, r):
    return vector_from_fg(*coulomb_exact(eps, r), eps)


def mismatch(eps, radius, start):
    o = propagate(regular_start(Z_NUC, KAPPA), R_ORIGIN, R_MATCH,
                  eps, KAPPA, model_potential)
    i = propagate(start(eps, radius), radius, R_MATCH,
                  eps, KAPPA, model_potential)
    return ((o[0] * i[1] - o[1] * i[0])
            / (math.hypot(o[0], o[1]) * math.hypot(i[0], i[1])))


def solve_energy(radius, start, low, high):
    return brentq(mismatch, low, high, args=(radius, start), xtol=1e-13)


# Residual of a truncated series in the original equations.
t_eps, t_kappa, t_zeta, t_order, t_r = -1.3, 2, 3.0, 4, 5.0
lam, sigma, gamma, p, q = parameters(t_eps, t_kappa, t_zeta)
ca, cb = series_terms(t_eps, t_kappa, t_zeta, 1.0, t_order + 1)


def truncated(r, sign):
    f = sum(mp.mpf(ca[k]) * r**(-k) for k in range(t_order + 1))
    g = sum(mp.mpf(cb[k]) * r**(-k) for k in range(t_order + 1))
    front = r**mp.mpf(sigma) * mp.exp(-lam * r)
    return front * (p * (f + g) if sign > 0 else q * (g - f))


P_t, Q_t = truncated(mp.mpf(t_r), 1), truncated(mp.mpf(t_r), -1)
dP = mp.diff(lambda r: truncated(r, 1), t_r)
dQ = mp.diff(lambda r: truncated(r, -1), t_r)
w = t_eps + t_zeta / t_r
res_P = float(dP + t_kappa / t_r * P_t - (w + 2 * C**2) / C * Q_t)
res_Q = float(dQ - t_kappa / t_r * Q_t + w / C * P_t)
res_formula = (2 * lam * cb[t_order + 1] * t_r**(sigma - t_order - 1)
               * math.exp(-lam * t_r))
assert abs(res_P / (p * res_formula) - 1) < 1e-7
assert abs(res_Q / (q * res_formula) - 1) < 1e-7

# Pure Coulomb level: finite series against outward integration.
h_z, h_nr, h_r = 50.0, 2, 0.1
h_gamma = math.sqrt(1 - (h_z / C)**2)
h_eps = C**2 * (1 / math.sqrt(1 + (h_z / C / (h_nr + h_gamma))**2) - 1)
_, h_sigma, _, hp, hq = parameters(h_eps, -1, h_z)
ha, hb = series_terms(h_eps, -1, h_z, h_r, h_nr + 1)
assert abs(h_sigma - h_gamma - h_nr) < 1e-9 and abs(hb[-1]) < 1e-9
hf, hg = ha[:-1].sum(), hb[:-1].sum()
h_vec = np.array([hp * (hf + hg), hq * (hg - hf)])
h_out = propagate(regular_start(h_z, -1), R_ORIGIN, h_r, h_eps, -1,
                  lambda r: -h_z / r)[:2]
h_cross = (abs(h_vec[0] * h_out[1] - h_vec[1] * h_out[0])
           / np.linalg.norm(h_vec) / np.linalg.norm(h_out))
assert h_cross < 1e-7

# Reference level with a distant hard wall, independent of the series.
scan = np.linspace(-1.05, -0.27, 15)
previous = mismatch(scan[0], R_WALL, wall_start)
bracket = None
for left, right in zip(scan[:-1], scan[1:]):
    current = mismatch(right, R_WALL, wall_start)
    if previous * current < 0:
        bracket = (left, right)
        break
    previous = current
assert bracket is not None
eps_ref = solve_energy(R_WALL, wall_start, *bracket)
lam, sigma, gamma, p, q = parameters(eps_ref, KAPPA, ZETA)

# Practical infinity from the leading envelope, and a nearer test radius.
tau = 1e-8
x_inf = -lambertw(-math.exp(-1 + math.log(tau) / sigma), -1).real
r_inf = sigma / lam * x_inf
r_test = round(8 / lam, 1)
envelope = (r_inf * lam / sigma)**sigma * math.exp(sigma - lam * r_inf)
assert abs(envelope / tau - 1) < 1e-8
assert r_test < r_inf < R_WALL

# Normalized reference state, with values at both radii.
args = (eps_ref, KAPPA, model_potential)
at_inf = propagate(wall_start(0, 0), R_WALL, r_inf, *args)
at_test = propagate(at_inf, r_inf, r_test, *args)
at_match = propagate(at_test, r_test, R_MATCH, *args)
outer = propagate(regular_start(Z_NUC, KAPPA), R_ORIGIN, R_MATCH, *args)
scale = np.dot(outer[:2], at_match[:2]) / np.dot(outer[:2], outer[:2])
norm = scale**2 * outer[2] - at_match[2]
P_inf = at_inf[0] / math.sqrt(norm)
P_test = at_test[0] / math.sqrt(norm)
f_test = (at_test[0] / p - at_test[1] / q) / 2 / math.sqrt(norm)
ratio_true = g_over_f(at_test, eps_ref)
tail_true = -at_test[2] / norm
tail_estimate = P_test**2 / (2 * (lam - sigma / r_test))
assert abs(tail_estimate / tail_true - 1) < 0.15

grid_out = np.exp(np.linspace(np.log(R_ORIGIN), np.log(R_MATCH), 500))
grid_in = np.exp(np.linspace(np.log(R_WALL), np.log(R_MATCH), 500))
wave_out = propagate(regular_start(Z_NUC, KAPPA), R_ORIGIN, R_MATCH,
                     *args, grid=grid_out)[0] * scale
wave_in = propagate(wall_start(0, 0), R_WALL, R_MATCH, *args, grid=grid_in)[0]
wave = np.concatenate([wave_out, wave_in[1:][::-1]])
nodes = int(np.sum(wave[:-1] * wave[1:] < 0))
P_max = np.max(np.abs(wave)) / math.sqrt(norm)
relative_amplitude = abs(P_inf) / P_max
assert 0.5 < relative_amplitude / tau < 4

# Series against direct integration, and the proved remainder bounds.
F_exact, G_exact = coulomb_exact(eps_ref, r_test)
assert abs(G_exact / F_exact - ratio_true) < 1e-8
for radius in (4.0, r_test):
    F_x, G_x = coulomb_exact(eps_ref, radius)
    a, b = series_terms(eps_ref, KAPPA, ZETA, radius, 22)
    for order in range(math.ceil(2 * sigma - 1), 21):
        eta = abs(sigma**2 - gamma**2) / (2 * lam * radius * (order + 1))
        assert eta < 1
        err_f = abs(F_x - a[:order + 1].sum())
        err_g = abs(G_x - b[:order + 1].sum())
        assert err_f <= abs(a[order + 1]) / (1 - eta) + 1e-14
        assert err_g <= abs(b[order + 1]) / (1 - eta) + 1e-14

# Position and size of the smallest term.
smallest = []
for radius in (20.0, 40.0):
    _, b = series_terms(eps_ref, KAPPA, ZETA, radius, 180)
    index = 1 + int(np.argmin(np.abs(b[1:])))
    assert abs(index - (2 * lam * radius + 2 * sigma)) < 2
    smallest.append(abs(b[index]))
log_drop = math.log(smallest[0] / smallest[1])
log_formula = 40 * lam + (2 * sigma + 0.5) * math.log(2)
assert abs(log_drop / log_formula - 1) < 0.03

# Damping of a wrong starting ratio during inward integration.
a, b = series_terms(eps_ref, KAPPA, ZETA, 24.0, 12)
good = vector_from_fg(a.sum(), b.sum(), eps_ref)
bad = vector_from_fg(a.sum(), b.sum() + 0.1 * a.sum(), eps_ref)
good_20 = g_over_f(propagate(good, 24.0, 20.0, *args), eps_ref)
bad_20 = g_over_f(propagate(bad, 24.0, 20.0, *args), eps_ref)
damping = (bad_20 - good_20) / 0.1
damping_formula = (24 / 20)**(2 * sigma) * math.exp(-8 * lam)
assert abs(damping / damping_formula - 1) < 0.15

# Energy errors caused by the start at the nearer radius.
low, high = eps_ref - 0.03, eps_ref + 0.03
rows = []
for order in (0, 1, 2, 8):
    a, b = series_terms(eps_ref, KAPPA, ZETA, r_test, order)
    predicted = lam * f_test**2 * (ratio_true - b.sum() / a.sum())
    shift = solve_energy(r_test, series_start(order), low, high) - eps_ref
    # The additive part allows for integration and root-finding error.
    assert abs(shift - predicted) < 0.06 * abs(predicted) + 1e-9
    rows.append((order, b.sum() / a.sum(), shift, predicted))
wall_shift = solve_energy(r_test, wall_start, low, high) - eps_ref
wall_scale = lam * f_test**2
assert 0.6 < wall_shift / wall_scale < 1.4

# Energy error from dropping the short-range potential beyond a radius.
r_cut, r_top = 3.5, 9.5
grid = np.linspace(r_top, r_cut, 241)
top = propagate(wall_start(0, 0), R_WALL, r_top, *args)
sample = propagate(top, r_top, r_cut, *args, grid=grid)
end = propagate(sample[:, -1], r_cut, R_MATCH, *args)
factor = (at_match[0] / math.sqrt(norm) / end[0])**2
density = factor * (sample[0]**2 + sample[1]**2)
delta_v = -(Z_NUC - ZETA) * np.exp(-MU * grid) / grid
cut_predicted = -simpson((delta_v * density)[::-1], x=grid[::-1])
cut_shift = solve_energy(r_cut, exact_start, low, high) - eps_ref
assert abs(cut_shift / cut_predicted - 1) < 0.03

# Order needed at the practical infinity for a chosen term tolerance.
term_tol = 1e-12
a, b = series_terms(eps_ref, KAPPA, ZETA, r_inf, 40)
order_inf = next(k for k in range(math.ceil(2 * sigma - 1), 40)
                 if max(abs(a[k + 1]), abs(b[k + 1])) < term_tol)
eps_inf = solve_energy(r_inf, series_start(order_inf), low, high)
assert abs(eps_inf - eps_ref) < 1e-9
short_range_inf = (Z_NUC - ZETA) * math.exp(-MU * r_inf) / r_inf

print(f"speed of light c = {C:.6f} a.u.")
print(f"model: Z = {Z_NUC:.0f}, zeta = {ZETA:.0f}, mu = {MU:.0f} 1/bohr,"
      f" kappa = {KAPPA}")
print(f"reference wall radius = {R_WALL:.1f} bohr")
print(f"level eps = E-c^2 = {eps_ref:.9f} hartree"
      f" = {eps_ref * HARTREE_EV:.5f} eV")
print(f"nodes of P = {nodes}")
print(f"lambda = {lam:.7f} 1/bohr")
print(f"sigma = {sigma:.7f}, gamma = {gamma:.7f}")
print(f"p = {p:.8f}, q = {q:.8f}")
ca, cb = series_terms(eps_ref, KAPPA, ZETA, 1.0, 4)
for k in range(1, 5):
    print(f"k={k}: a_k = {ca[k]:.6f}, b_k = {cb[k]:.6f} bohr^k")
print(f"test radius = {r_test:.1f} bohr, lambda*R = {lam * r_test:.4f}")
print(f"normalized f there = {f_test:.6e} bohr^-1/2")
print(f"true g/f there = {ratio_true:.9f}")
for order, ratio, shift, predicted in rows:
    print(f"K={order}: g/f = {ratio:.9f}, energy error = {shift:.3e},"
          f" predicted = {predicted:.3e} hartree")
print(f"hard wall there: error = {wall_shift:.3e},"
      f" lambda*f^2 = {wall_scale:.3e} hartree")
print(f"norm beyond test radius = {tail_true:.4e},"
      f" estimate = {tail_estimate:.4e}")
print(f"short-range cut at {r_cut:.1f} bohr: error = {cut_shift:.4e},"
      f" predicted = {cut_predicted:.4e} hartree")
print(f"damping of g/f error, 24 to 20 bohr = {damping:.4e},"
      f" estimate = {damping_formula:.4e}")
print(f"smallest |b_k r^-k| at 20 bohr = {smallest[0]:.3e},"
      f" at 40 bohr = {smallest[1]:.3e}")
print(f"envelope tolerance tau = {tau:.0e}")
print(f"x = lambda*R/sigma = {x_inf:.6f}")
print(f"practical infinity R = {r_inf:.4f} bohr,"
      f" lambda*R = {lam * r_inf:.4f}")
print(f"actual |P(R)|/max|P| = {relative_amplitude:.3e}")
print(f"short-range |delta V(R)| = {short_range_inf:.3e} hartree")
print(f"order K at R for terms below {term_tol:.0e} = {order_inf}")
print(f"level from series start at R = {eps_inf:.9f} hartree")
print(f"Coulomb check: zeta = {h_z:.0f}, n_r = {h_nr},"
      f" sigma-gamma = {h_sigma - h_gamma:.9f}")
print("PASS")
```

Printed output:

```
speed of light c = 137.035999 a.u.
model: Z = 20, zeta = 2, mu = 3 1/bohr, kappa = -1
reference wall radius = 45.0 bohr
level eps = E-c^2 = -0.356589465 hartree = -9.70329 eV
nodes of P = 3
lambda = 0.8444952 1/bohr
sigma = 2.3682337, gamma = 0.9998935
p = 0.99999525, q = 0.00308130
k=1: a_k = -2.728697, b_k = 0.810116 bohr^k
k=2: a_k = 0.704616, b_k = -0.418383 bohr^k
k=3: a_k = 0.120175, b_k = -0.107035 bohr^k
k=4: a_k = 0.010684, b_k = -0.012688 bohr^k
test radius = 9.5 bohr, lambda*R = 8.0227
normalized f there = 5.446814e-02 bohr^-1/2
true g/f there = 0.111712581
K=0: g/f = 0.000000000, energy error = 2.699e-04, predicted = 2.799e-04 hartree
K=1: g/f = 0.119639656, energy error = -1.991e-05, predicted = -1.986e-05 hartree
K=2: g/f = 0.111909871, energy error = -4.943e-07, predicted = -4.943e-07 hartree
K=8: g/f = 0.111712581, energy error = 5.140e-14, predicted = 4.706e-14 hartree
hard wall there: error = 2.016e-03, lambda*f^2 = 2.505e-03 hartree
norm beyond test radius = 3.0970e-03, estimate = 3.0801e-03
short-range cut at 3.5 bohr: error = 1.2666e-05, predicted = 1.2666e-05 hartree
damping of g/f error, 24 to 20 bohr = 2.9324e-03, estimate = 2.7603e-03
smallest |b_k r^-k| at 20 bohr = 1.387e-23, at 40 bohr = 8.367e-40
envelope tolerance tau = 1e-08
x = lambda*R/sigma = 11.193576
practical infinity R = 31.3904 bohr, lambda*R = 26.5090
actual |P(R)|/max|P| = 2.057e-08
short-range |delta V(R)| = 7.253e-42 hartree
order K at R for terms below 1e-12 = 6
level from series start at R = -0.356589465 hartree
Coulomb check: zeta = 50, n_r = 2, sigma-gamma = 2.000000000
PASS
```
